**Sensitivity of growth per cycle to two incomplete half-reactions**

The program tests the law $1/g=1/a+1/b-1$ and the logarithmic sensitivities $g/a$ and $g/b$, whose sum is $1+g$. Here $a$ is the fraction of ready sites converted by the precursor, $b$ the fraction of covered sites restored by the co-reactant, and $g$ the growth per cycle in the repeating state relative to saturation. It repeats the cycle map for twelve pairs of conversions and asserts that the growth, its finite-difference sensitivities and the rate of approach to the repeating state agree with the derived formulas. For the alumina example it also integrates the rate equations and asserts the growth and the sensitivities to exposure time. The output gives $a=0.8002$, $b=0.6583$ and $g=0.5654$, with sensitivities 0.7065 and 0.8588 that sum to 1.5654. Further assertions cover hydroxyl loss, parallel growth, unequal sites and a second-order water reaction, each with an assumed strength. The second-order reaction raises the total sensitivity to $a$ to 0.9043 at the same growth.

## Program and output

```python
"""
Two-step deposition cycle: growth per cycle and its logarithmic sensitivities.

Result under test: 1/g = 1/a + 1/b - 1,
    dln g/dln a = g/a,  dln g/dln b = g/b,  sum = 1 + g.
a : fraction of ready sites converted by the metal precursor step
b : fraction of covered sites converted back by the co-reactant step
g : growth per cycle in the repeating state, relative to a = b = 1
x : fraction of sites ready for the precursor at the start of a cycle
Growth is obtained by repeating the cycle (or integrating rate equations);
sensitivities are obtained by finite differences of that growth.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp


def run_cycles(a, regained, loss=0.0, start=1.0, cycles=600):
    """Repeat the cycle; regained(m) = sites won back from m covered sites.
    Returns growth in every cycle and the last co-reactant conversion."""
    x = start
    growth = []
    conversion = 0.0
    for _ in range(cycles):
        x *= 1.0 - loss
        deposited = a * x
        x -= deposited
        covered = 1.0 - x
        gain = regained(covered)
        conversion = gain / covered
        x += gain
        growth.append(deposited)
    return np.array(growth), conversion


def steady(a, b, loss=0.0):
    return run_cycles(a, lambda m: b * m, loss)[0][-1]


def log_slope(function, value, h=1e-4):
    up, down = function(value * np.exp(h)), function(value * np.exp(-h))
    return (np.log(up) - np.log(down)) / (2 * h)


def reciprocal_law(a, b):
    return 1.0 / (1.0 / a + 1.0 / b - 1.0)


# ---- general tests over weak, mixed and strong conversions
for a_t in (0.08, 0.35, 0.7, 0.95):
    for b_t in (0.1, 0.5, 0.9):
        g_t = steady(a_t, b_t)
        assert abs(g_t - reciprocal_law(a_t, b_t)) < 1e-11
        s_a = log_slope(lambda v: steady(v, b_t), a_t)
        s_b = log_slope(lambda v: steady(a_t, v), b_t)
        s_both = log_slope(lambda s: steady(s * a_t, s * b_t), 1.0)
        assert abs(s_a - g_t / a_t) < 1e-6
        assert abs(s_b - g_t / b_t) < 1e-6
        assert abs(s_a + s_b - (1 + g_t)) < 1e-6
        assert abs(s_both - (1 + g_t)) < 1e-6
        assert (s_a > s_b) == (a_t < b_t) and max(s_a, s_b) < 1
        early = run_cycles(a_t, lambda m: b_t * m, cycles=4)[0]
        ratio = (early[2] - early[1]) / (early[1] - early[0])
        assert abs(ratio - (1 - a_t) * (1 - b_t)) < 1e-9
# saturated precursor step: derivative from below, first-order accurate
h_edge = 1e-5
edge = (np.log(steady(1.0, 0.6)) - np.log(steady(np.exp(-h_edge), 0.6))) / h_edge
assert abs(edge - 0.6) < 1e-4

# ---- example: alumina from trimethylaluminium (TMA) and water, rough inputs
T = 473.0                       # K
G_sat = 0.10                    # nm per cycle
density = 3.0                   # g/cm3
p_tma, p_wat = 0.10, 0.10       # Torr
prob_tma, prob_wat = 1e-3, 1e-4  # reaction probability on an all-reactive surface
t_tma, t_wat = 0.03, 0.10       # s
M_Al, M_O, M_C, M_H = 26.982, 15.999, 12.011, 1.008  # g/mol
M_tma = M_Al + 3 * M_C + 9 * M_H
M_wat = 2 * M_H + M_O
M_film = 2 * M_Al + 3 * M_O
# aluminium atoms deposited per nm2 in a saturated cycle = site density
sites = 2 * density * 1e-21 * G_sat / M_film * const.N_A


def flux(p_torr, molar_mass, temp):
    """Molecules striking the surface, per nm2 and second."""
    mass = molar_mass * 1e-3 / const.N_A
    return p_torr * const.torr / np.sqrt(2 * np.pi * mass * const.k * temp) * 1e-18


F_tma, F_wat = flux(p_tma, M_tma, T), flux(p_wat, M_wat, T)
k_tma, k_wat = prob_tma * F_tma / sites, prob_wat * F_wat / sites
u, w = k_tma * t_tma, k_wat * t_wat
a, b = 1 - np.exp(-u), 1 - np.exp(-w)
history = run_cycles(a, lambda m: b * m)[0]
g = history[-1]
S_a = log_slope(lambda v: steady(v, b), a)
S_b = log_slope(lambda v: steady(a, v), b)
assert abs(S_a - g / a) < 1e-6 and abs(S_b - g / b) < 1e-6


def integrated_growth(time_tma, time_wat, cycles=16):
    """Growth from numerical integration of the two rate equations."""
    x = 1.0
    deposited = 0.0
    for _ in range(cycles):
        sol = solve_ivp(lambda t, y: -k_tma * y, (0, time_tma), [x],
                        rtol=1e-9, atol=1e-12)
        deposited = x - sol.y[0, -1]
        x = sol.y[0, -1]
        sol = solve_ivp(lambda t, y: k_wat * (1 - y), (0, time_wat), [x],
                        rtol=1e-9, atol=1e-12)
        x = sol.y[0, -1]
    return deposited


assert abs(integrated_growth(t_tma, t_wat) - g) < 1e-6
D_a = log_slope(lambda t: integrated_growth(t, t_wat), t_tma, h=1e-2)
D_b = log_slope(lambda t: integrated_growth(t_tma, t), t_wat, h=1e-2)
assert abs(D_a - g / a * u / np.expm1(u)) < 1e-4
assert abs(D_b - g / b * w / np.expm1(w)) < 1e-4
g_long_tma = integrated_growth(2 * t_tma, t_wat)
g_long_wat = integrated_growth(t_tma, 2 * t_wat)

# both conversions fall by 10 %
scale = 0.9
g_low = steady(scale * a, scale * b)
assert abs(1 / g_low - ((1 / g + 1) / scale - 1)) < 1e-9

# ---- neglected effects, with assumed strengths
loss = 0.05                     # ready sites lost before the precursor step
g_loss = steady(a, b, loss)
sum_loss = log_slope(lambda s: steady(s * a, s * b, loss), 1.0)
d = loss / (1 - loss)
assert abs(1 / g_loss - (1 / g + d / (a * b))) < 1e-9
assert abs(sum_loss - (1 + g_loss + g_loss * d / (a * b))) < 1e-6

c = 0.02                        # parallel growth, relative to saturated growth
sum_par = log_slope(lambda s: steady(s * a, s * b) + c, 1.0)
assert abs(sum_par - (1 + g) * g / (g + c)) < 1e-6

spread = 0.4                    # half the sites have b(1-spread), half b(1+spread)
b_pair = (b * (1 - spread), b * (1 + spread))
assert max(b_pair) < 1
g_pair = np.array([steady(a, bi) for bi in b_pair])
g_uneq = g_pair.mean()
sum_uneq = log_slope(
    lambda s: np.mean([steady(s * a, s * bi) for bi in b_pair]), 1.0)
assert abs(sum_uneq - (1 + np.mean(g_pair**2) / g_uneq)) < 1e-6

# water reaction of second order in methyl coverage m: dm/dt = -K m^2,
# strength chosen to give the same b at the example's repeating state
m_steady = 1 - (1 - a) * g / a
K_dose = b / ((1 - b) * m_steady)


def second_order(m):
    return m - m / (1 + K_dose * m)


coop_growth, b_coop = run_cycles(a, second_order)
assert abs(coop_growth[-1] - g) < 1e-9 and abs(b_coop - b) < 1e-9
total_a = log_slope(lambda v: run_cycles(v, second_order)[0][-1], a)
b_follow = log_slope(lambda v: run_cycles(v, second_order)[1], a)
assert abs(total_a - (g / a + g / b * b_follow)) < 1e-6
assert total_a > g / a + 1e-3

# temperature rise at fixed pressures and times
dT = 10.0                       # K
E_wat = 0.20                    # eV, assumed activation energy of water step
fall = 0.0015                   # assumed relative fall of saturated growth per K
T2 = T + dT
kB_eV = const.k / const.e
u2 = u * flux(p_tma, M_tma, T2) / F_tma
w2 = w * flux(p_wat, M_wat, T2) / F_wat * np.exp(E_wat / kB_eV * (1 / T - 1 / T2))
a2, b2 = 1 - np.exp(-u2), 1 - np.exp(-w2)
g_hot = steady(a2, b2)
predicted = S_a * np.log(a2 / a) + S_b * np.log(b2 / b)
assert abs(predicted - np.log(g_hot / g)) < 1e-3
net_hot = g_hot / g * (1 - fall * dT) - 1

print("INPUTS (rough typical values)")
print(f"temperature {T:.0f} K; saturated growth {G_sat:.2f} nm/cycle")
print(f"film density {density:.1f} g/cm3")
print(f"pressure: TMA {p_tma:.2f} Torr, water {p_wat:.2f} Torr")
print(f"reaction probability: TMA {prob_tma:.0e}, water {prob_wat:.0e}")
print(f"exposure time: TMA {t_tma:.2f} s, water {t_wat:.2f} s")
print("CONVERSIONS")
print(f"molar mass: TMA {M_tma:.2f}, water {M_wat:.2f}, Al2O3 {M_film:.2f} g/mol")
print(f"site density {sites:.3f} per nm2")
print(f"flux: TMA {F_tma:.3e}, water {F_wat:.3e} per nm2 per s")
print(f"site rate: TMA {k_tma:.2f} per s, water {k_wat:.2f} per s")
print(f"dimensionless dose: TMA u = {u:.4f}, water w = {w:.4f}")
print(f"conversion: a = {a:.4f}, b = {b:.4f}")
print("GROWTH AND SENSITIVITIES")
print(f"ready fraction at start of repeating cycle x* = {g / a:.4f}")
print(f"relative growth g = {g:.4f}; growth {G_sat * g:.4f} nm/cycle")
print(f"shrink factor of deviations per cycle {(1 - a) * (1 - b):.4f}")
print("relative growth, cycles 1-4 from x = 1:",
      ", ".join(f"{v:.4f}" for v in history[:4]))
print(f"finite-difference sensitivity to a {S_a:.4f}, to b {S_b:.4f}")
print(f"their sum {S_a + S_b:.4f}; 1 + g = {1 + g:.4f}")
print(f"sensitivity to exposure time: TMA {D_a:.4f}, water {D_b:.4f}")
print(f"TMA time doubled: g = {g_long_tma:.4f}, {G_sat * g_long_tma:.4f} nm/cycle")
print(f"water time doubled: g = {g_long_wat:.4f}, {G_sat * g_long_wat:.4f} nm/cycle")
print(f"both conversions -10 %: g = {g_low:.4f}, change {100 * (g_low / g - 1):.2f} %")
print(f"  first-order estimate {-100 * (1 + g) * (1 - scale):.2f} %")
print("NEGLECTED EFFECTS (assumed strengths)")
print(f"hydroxyl loss {100 * loss:.0f} %: g = {g_loss:.4f}, "
      f"change {100 * (g_loss / g - 1):.2f} %, sum {sum_loss:.4f}")
print(f"parallel growth {c:.2f} of saturated: total {g + c:.4f}, "
      f"change {100 * c / g:.2f} %, sum {sum_par:.4f}")
print(f"unequal sites, b = {b_pair[0]:.4f} and {b_pair[1]:.4f}: g = {g_uneq:.4f}, "
      f"change {100 * (g_uneq / g - 1):.2f} %, sum {sum_uneq:.4f}")
print(f"second-order water step: total sensitivity to a {total_a:.4f}")
print(f"  response of b to a, dln b/dln a = {b_follow:.4f}")
print(f"temperature +{dT:.0f} K, water activation energy {E_wat:.2f} eV:")
print(f"  a = {a2:.4f}, b = {b2:.4f}, g = {g_hot:.4f}, "
      f"change {100 * (g_hot / g - 1):.2f} %")
print(f"  with saturated growth falling {100 * fall:.2f} % per K: "
      f"net thickness change {100 * net_hot:.2f} %")
print("all tests passed")
```

It prints:

```
INPUTS (rough typical values)
temperature 473 K; saturated growth 0.10 nm/cycle
film density 3.0 g/cm3
pressure: TMA 0.10 Torr, water 0.10 Torr
reaction probability: TMA 1e-03, water 1e-04
exposure time: TMA 0.03 s, water 0.10 s
CONVERSIONS
molar mass: TMA 72.09, water 18.02, Al2O3 101.96 g/mol
site density 3.544 per nm2
flux: TMA 1.902e+05, water 3.805e+05 per nm2 per s
site rate: TMA 53.68 per s, water 10.74 per s
dimensionless dose: TMA u = 1.6104, water w = 1.0738
conversion: a = 0.8002, b = 0.6583
GROWTH AND SENSITIVITIES
ready fraction at start of repeating cycle x* = 0.7065
relative growth g = 0.5654; growth 0.0565 nm/cycle
shrink factor of deviations per cycle 0.0683
relative growth, cycles 1-4 from x = 1: 0.8002, 0.5814, 0.5665, 0.5654
finite-difference sensitivity to a 0.7065, to b 0.8588
their sum 1.5654; 1 + g = 1.5654
sensitivity to exposure time: TMA 0.2841, water 0.4787
TMA time doubled: g = 0.6408, 0.0641 nm/cycle
water time doubled: g = 0.7236, 0.0724 nm/cycle
both conversions -10 %: g = 0.4816, change -14.82 %
  first-order estimate -15.65 %
NEGLECTED EFFECTS (assumed strengths)
hydroxyl loss 5 %: g = 0.5351, change -5.35 %, sum 1.5886
parallel growth 0.02 of saturated: total 0.5854, change 3.54 %, sum 1.5119
unequal sites, b = 0.3950 and 0.9216: g = 0.5544, change -1.95 %, sum 1.6228
second-order water step: total sensitivity to a 0.9043
  response of b to a, dln b/dln a = 0.2303
temperature +10 K, water activation energy 0.20 eV:
  a = 0.7968, b = 0.6916, g = 0.5879, change 3.99 %
  with saturated growth falling 0.15 % per K: net thickness change 2.43 %
all tests passed
```
